Why semilocal kinetic-energy functionals miss Friedel oscillations in the electron gas

**Why semilocal kinetic functionals lose Friedel oscillations and shells**

Put a shallow Gaussian well, v(r) = −U exp(−r²/2σ²) with U = 0.01 Ha and σ = 1 bohr, into a gas of noninteracting electrons with rs = 4 bohr. At r = 13.096 bohr the induced density, to first order in U, is −1.74×10⁻⁷ bohr⁻³: a depletion, although the well attracts. The second-order gradient expansion of the kinetic energy gives +1.80×10⁻¹³ bohr⁻³, of the wrong sign and smaller by a factor of about 10⁶. The linear response of the uniform gas can be found in closed form, and the cause is a single point in the second derivative of the kinetic energy.

Hartree atomic units are used. The gas is three-dimensional, spin-unpolarized and at zero temperature, with n0 = kF³/(3π²); here kF = 0.47979 bohr⁻¹. Wave numbers are measured by η = q/2kF.

**The second derivative is the inverse response**

The density that minimizes T[n] + ∫vn at fixed electron number obeys δT/δn(r) + v(r) = μ. Linearize about n0. The second derivative δ²T/δn(r)δn(r′) depends only on r − r′; call its Fourier transform K(q). A change of μ affects only q = 0, so for q ≠ 0

K(q) δn(q) + δv(q) = 0,  K = −1/χ,  χ = δn/δv.

For δn = A cos qz the first-order energy vanishes because ∫δn = 0, and cos² averages to ½, so ΔT/V = ½·K·A²·½ = KA²/4. The scaled kernel k = K kF/π² is dimensionless (π²/kF = 20.571 Ha bohr³).

**The exact kernel**

To first order, a component δv_q e^{iq·r} adds δv_q e^{i(k+q)·r}/(ε_k − ε_{k+q}) to the plane wave e^{ik·r}. The density change is ψ*δψ plus its complex conjugate. The e^{iq·r} part of the conjugate comes from δv_{−q}* = δv_q with denominator ε_k − ε_{k−q}, which equals the first term after k → −k. With two spins,

χ = 4 P∫_{k<kF} d³k/(2π)³ · 1/(ε_k − ε_{k+q}).

The principal value arises because mixing two occupied states leaves the density unchanged: their terms have opposite denominators and cancel in pairs. With q along z, ε_k − ε_{k+q} = −q(k_z + a), a = q/2, and each slice of the sphere has area π(kF² − k_z²). Since 4π/(2π)³ = 1/(2π²),

χ = −1/(2π²q) · P∫_{−kF}^{kF} dk_z (kF² − k_z²)/(k_z + a).

Write kF² − k_z² = (kF² − a²) − (k_z + a)(k_z − a). The first piece integrates to (kF² − a²) ln|(kF + a)/(kF − a)|, the second to +2a kF. With a = ηkF and q = 2ηkF,

χ = −(kF/π²) L(η),  L = ½ + (1 − η²)/(4η) · ln|(1 + η)/(1 − η)|,  k = 1/L.

The program tests k = 1/L without perturbation theory: it diagonalizes the gas in a weak cosine potential and forms 4ΔT/(VA²). It finds 1.0584, 1.3384 and 4.3531 at η = 0.4, 0.8 and 1.3, equal to 1/L to these digits.

At η = 1 the logarithm is multiplied by zero and L = ½. The slope is not finite. Using d[(1 − η²)/4η]/dη = −(1 + η²)/4η² and d ln|(1 + η)/(1 − η)|/dη = 2/(1 − η²),

L′ = 1/(2η) − (1 + η²)/(4η²) · ln|(1 + η)/(1 − η)|.

At η = 1 ± δ, L′ → ½ − ½ ln(2/δ), and k′ = −L′/L² → 2 ln(2/δ) − 2, which is 27.02 at δ = 10⁻⁶ and 45.44 at δ = 10⁻¹⁰. The singularity sits where the pole k_z = −q/2 leaves the range of integration. The vector q can join two points of the Fermi surface, at zero energy cost, only if q ≤ 2kF, the diameter of the sharp Fermi sphere.

**The semilocal kernel**

A semilocal functional has an energy density t(n, ∇n, …, ∇^m n) with finite m, twice differentiable at the uniform point. Its second-order energy is a finite sum of constants times products of two derivatives of δn. Each derivative becomes a factor ±iq, so K is a polynomial, by isotropy in q².

For the coefficients take t = t_TF F(p, Q), with t_TF = (3/10)k²n, k² ≡ (3π²n)^{2/3} in this paragraph's definitions, p = |∇n|²/(4k²n²), Q = ∇²n/(4k²n) and F(0,0) = 1. Since p is of second order in δn and Q of first order, F = 1 + F_Q Q + F_p p + ½F_QQ Q² suffices. K is twice the coefficient of |δn_q|², and kF²/n0 = 3π²/kF. The Thomas–Fermi (TF) term, t_TF ∝ n^{5/3}, gives t″ = (10/9)t_TF/n0² = kF²/(3n0) = π²/kF. The linear term is t_TF Q = (3/40)∇²n exactly, which integrates to zero. The p term is (3/40)F_p|∇δn|²/n0, giving K = (3/20)F_p q²/n0 = (3/5)F_p η² kF²/n0. The last term is (3/20)F_QQ (∇²δn)²/(16kF²n0), giving K = (3/10)F_QQ η⁴ kF²/n0. Together, for the scaled kernel,

k = 1 + (9/5)F_p η² + (9/10)F_QQ η⁴.

The von Weizsäcker (vW) density |∇n|²/8n has (3/40)F_p = 1/8, so F_p = 5/3. Any generalized-gradient functional (GGA) therefore responds like TF + λvW with λ = 3F_p/5 and k = 1 + 3λη². The program tests these formulas against the full nonlinear energies of a modulated density.

η: 0.5, 1.0, 2.0
exact 1/L: 1.097, 2.000, 11.361
GE2 (λ = 1/9): 1.083, 1.333, 2.333
APBEK (λ = 0.1433): 1.108, 1.430, 2.720
TF + vW (λ = 1): 1.750, 4.000, 13.000
GE4: 1.094, 1.511, 5.178

**Two limits and a radius of convergence**

For η < 1 the logarithm is 2Σ_{j≥0} η^{2j+1}/(2j+1). Multiplying by (1 − η²)/4η gives ½ + ½Σ_{j≥1} η^{2j}[1/(2j+1) − 1/(2j−1)], so

L = 1 − S,  S = Σ_{j≥1} η^{2j}/(4j² − 1) = η²/3 + η⁴/15 + …

1/L = 1 + S + S² + … = 1 + η²/3 + (1/15 + 1/9)η⁴ + … = 1 + η²/3 + 8η⁴/45 + …

The second-order expansion GE2 has 3λ = 1/3, and the fourth-order expansion GE4, with its term (8/81)Q², has (9/10)(16/81) = 8/45. For η > 1 the logarithm is 2Σ η^{−(2j+1)}/(2j+1); the same multiplication gives −½ plus a sum, so L = Σ_{j≥1} η^{−2j}/(4j² − 1) = (1/3η²)[1 + 1/(5η²) + 3/(35η⁴) + …] and

1/L = 3η²[1 − 1/(5η²) + (1/25 − 3/35)/η⁴ + …] = 3η² − 3/5 − 24/(175η²) + …

Small η demands λ = 1/9 and large η demands λ = 1, so no GGA meets both. The vW kernel 3η² is a polynomial, so the whole singularity belongs to the Pauli part T − T_W, whose kernel 1/L − 3η² starts at 1, equals −1 at η = 1 and tends to −3/5. A GGA gives 1 − 3(1 − λ)η² in its place, unbounded below for λ < 1.

The gradient series has radius of convergence η = 1. Not far beyond it the first few terms can still bring k closer to 1/L (GE4 beats GE2 at η = 2 in the table), but higher orders then run away. GE4 grows as η⁴ where 1/L grows as η², so beyond η ≈ 5.5 its error in k exceeds that of GE2. In the response 1/k it remains the closer of the two: at large η the errors are 1/(3η²) for GE4 and 8/(3η²) for GE2, and both have the wrong limit. Because 1/(4j² − 1) = ½[1/(2j−1) − 1/(2j+1)] telescopes to a total of ½, |S| ≤ ½ for complex |η| ≤ 1, so L has no zero there and the series of 1/L converges for |η| < 1. It cannot converge further, since the slope diverges at η = 1. At η = 1.2 the sums to η²⁰, η⁴⁰ and η⁸⁰ are 5.04, 27.0 and 6381, against the exact 3.569.

**From the singularity to the tail**

For a spherical potential the angular integral of e^{iq·r} gives

δn(r) = 1/(2π²r) ∫₀^∞ dq q sin(qr) χ(q) v(q).

The integrand is even in q, so q = 0 is no endpoint, and for analytic v(q) a power-law tail can come only from a real point where χ is not analytic. The singular part of L is (η − 1)(η + 1)/(4η) · ln|η − 1| ≈ ½(η − 1) ln|η − 1|. With u = q − 2kF this is u ln|u|/4kF plus an analytic term, so χ_sing = −u ln|u|/4π².

Replace ln|u| by g = ½ ln(u² + Γ²). Its derivative u/(u² + Γ²) has, by the residue at u = iΓ, the transform ∫e^{iur}g′du = iπe^{−Γr} for r > 0. Integration by parts, in the sense of distributions, equates this to −ir∫e^{iur}g du, so ∫e^{iur}g du = −πe^{−Γr}/r. A factor u is −i d/dr:

∫e^{iur} u g du = −iπ(1 + Γr)e^{−Γr}/r².

For Γ = 0, ∫sin(qr) u ln|u| du = Im[e^{2ikFr}(−iπ/r²)] = −π cos(2kFr)/r². Evaluating q v(q) at 2kF,

δn → 1/(2π²r) · 2kF v(2kF) · (−1/4π²) · (−π cos(2kFr)/r²) = v(2kF) kF cos(2kFr)/(4π³r³).

Terms in u² ln|u| carry one more power of 1/r. The wavelength is π/kF = 6.548 bohr = 3.465 Å. At r = 13.096 bohr, 2kFr = 4π and the cosine is 1; with v(2kF) = −0.09939 Ha bohr³,

δn ≈ −0.09939 × 0.47979/(124.03 × 2246.0) = −1.712×10⁻⁷ bohr⁻³.

Direct quadrature gives −1.745×10⁻⁷, 1.9% larger in magnitude than the asymptote; at 130.957 bohr the two are −1.7122×10⁻¹⁰ and −1.7119×10⁻¹⁰. These radii flatter the asymptote. Near 2kF the factor q(η² − 1)v(q)/4η is (u/2)v(2kF)(1 + cu) with c = 1/4kF − 2kFσ² = −0.44 bohr. The transform of u² ln|u| is (−i d/dr)²(−π/r) = 2π/r³, which is real, so this term goes as sin(2kFr) and vanishes at both radii. Its amplitude relative to the leading term is 2|c|/r, about 7% at 13 bohr.

Finite Γ shows that the singularity, and not the size of L, makes the tail. Moving the branch points to η = ±1 ± iγ, Γ = 2kFγ, with γ = 0.05 changes L by 0.0102 at its largest over 0.01 ≤ η ≤ 5. At 130.957 bohr, y = Γr = 6.283 and the predicted factor is (1 + y)e^{−y} = 7.283 × 0.001868 = 0.0136, which the quadrature reproduces.

Real space tells the same story. For a point potential of unit strength, (½∇² + ½k²)G = δ(r) has the standing-wave solution G = −cos(kr)/2πr, since ∇²(1/r) = −4πδ. The angular average of e^{−ik·r} is sin(kr)/kr, so with x = 2kFr

χ(r) = 4·4π/(2π)³ ∫₀^{kF} k² dk (sin kr/kr)(−cos kr/2πr) = −1/(2π³r²) ∫₀^{kF} k sin(2kr) dk = −(sin x − x cos x)/(8π³r⁴).

Each state contributes a standing wave of phase 2kr, and the sharp upper limit leaves the wave with k = kF uncancelled. The program tests that this transforms back to −(kF/π²)L.

Screening keeps the tail. At the Hartree level δv gains 4πδn/q², so δn = χv/ε with ε = 1 − 4πχ/q². Since ∂(χ/ε)/∂χ = 1/ε², the leading singular term is divided by ε² at 2kF, where ε = 1 + 4π(kF/2π²)/4kF² = 1 + 1/(2πkF) = 1.3317. At 130.957 bohr, again a zero of sin(2kFr), quadrature gives the ratio 0.5641 to the bare asymptote, against 1/ε² = 0.5639.

**What a polynomial gives instead**

If k had a real zero with a sign change, the uniform gas would not minimize that functional. Assume k > 0 on the real axis, with simple complex zeros. Evenness extends the integral to the whole line, and shifting the contour upward collects residues:

δn = 1/(4π²r) Im∫_{−∞}^{∞} q e^{iqr} χv dq = 1/(2πr) Re Σ_j Res_{q_j}[q e^{iqr} χv].

For the Gaussian the contour is moved to its saddle at Im q = r/σ², which passes the poles once r > σ² Im q_j and leaves a remainder of order exp(−r²/2σ²). Each term falls as e^{−r Im q_j}/r. For a GGA, χ = −(kF/π²)κ²/(q² + κ²) with κ = 2kF/√(3λ); the residue of q/(q² + κ²) at iκ is ½, so

δn = −(kF/π²) v(iκ) κ² e^{−κr}/(4πr).

For GE2, κ = 1.7321 × 2kF = 1.662 bohr⁻¹, κr = √3 × 4π = 21.7656, and v(iκ) = −U(2π)^{3/2}σ³ exp(κ²σ²/2) = −0.6268 Ha bohr³. Then δn = 0.6268 × 2.762 × 3.526×10⁻¹⁰/(20.571 × 164.57) = 1.80×10⁻¹³ bohr⁻³. TF + vW decays three times more slowly and gives +1.18×10⁻⁸. Plain TF has no pole and follows v(r) point by point.

The claim that semilocal functionals cannot oscillate at all is false. For GE4, 1 + η²/3 + 8η⁴/45 has discriminant 1/9 − 32/45 < 0 and zeros η = ±0.8468 + 1.2863i; the amplitude drops by exp(−2π × 1.2863/0.8468) ≈ 7×10⁻⁵ per period, apart from 1/r. With screening, K + 4π/q² = 0 for a GGA reads q⁴/κ² + q² + 4kF/π = 0, with complex q² when 16kF/π > κ²; TF + vW gives η = ±0.3896 + 0.5643i. In units of 2kF these wave numbers are set by the coefficients of the functional and, with screening, also by the density of the gas. A polynomial of high degree can be fitted to 1/L on a finite interval and imitate the oscillation over a finite distance. What no stable polynomial kernel yields is the cos(2kFr)/r³ law at large r. That law is itself a zero-temperature result. Averaging the wave cos(2kr) over a thermally smeared Fermi edge multiplies the tail by x/sinh x with x = 2πk_BT r/kF. For this gas at 300 K the factor is 0.996 at 13 bohr and 0.66 at 131 bohr, so in a real metal the oscillation keeps its wavelength π/kF but is damped over about 80 bohr, far longer than the 0.6 bohr decay length of GE2.

**Shells**

All of the above is linear response. An atom is not a weak perturbation, and the link to shells is semiclassical. In the WKB approximation a radial function is u ∝ p^{−1/2} sin(∫p dr + φ), so u² ∝ [1 − cos(2∫p dr + 2φ)]/p. If, as in the gas, the sum over states leaves the wave at the highest occupied level ε_H, then 2kFr becomes 2∫p dr with p = √(2(ε_H − v_s)), and successive maxima of D = 4πr²n lie about 2π apart. This ignores the centrifugal term and the discreteness of the levels, so it is an estimate to be checked.

The check is the K atom, nonrelativistic, spherical and spin-unpolarized, with exchange-only LDA: E = −596.70 Ha, ε_H = ε_4s = −0.064 Ha. D has maxima at 0.056, 0.272 and 1.104 bohr and minima at 0.132 and 0.727 bohr. The 4s electron makes no fourth maximum. The phases between maxima are 0.909 and 1.130 times 2π, that is 9% below and 13% above the estimate; the test demands 25%. Inside 1.1 bohr |v_s| far exceeds |ε_H|, so these phases hardly change if ε_H is replaced by zero in p, and the three maxima are made by the 18 inner electrons. The check supports a spacing near 2π; it does not show that the wave at ε_H produces the maxima.

Now give 19 electrons the same potential v_s and a semilocal T. TF gives ½(3π²n)^{2/3} = μ − v_s, so D = 4r²[2(μ − v_s)]^{3/2}/3π depends on v_s at the same point, and no accumulated phase enters. For vW, T_W = ½∫|∇ψ|² with ψ = √n and δψ = δn/2ψ give δT_W/δn = −∇²ψ/2ψ, so TF + λvW solves

−(λ/2)∇²ψ + [½(3π²n)^{2/3} + v_s − μ]ψ = 0.

Treated as a local gas, its disturbances decay with the real constant 2kF(r)/√(3λ). The computed D has one maximum in each case: at 0.134 bohr for TF, and at 0.138 bohr with height 20.1 bohr⁻¹ for λ = 1/9, beside the first Kohn–Sham minimum. For λ = 1/9, ∫|D_KS − D|dr = 5.2 electrons, 27% of 19, and T = 644.5 Ha. This lies 8% above T_s = 596.7 Ha, but it belongs to a different density and is not the error of GE2 on the Kohn–Sham density. The single maximum is shown for these two functionals in this potential, not proved for every semilocal form. It concerns the density that solves the Euler equation, not a semilocal energy density evaluated on a density that already has shells.

The missing structure is carried by the Pauli potential v_θ = δ(T_s − T_W)/δn. The Euler equation gives v_θ = ε_H − v_s + ∇²ψ/2ψ, with μ = ε_H so that v_θ vanishes where only the highest orbital survives. Multiply each Kohn–Sham equation by f_iφ_i (real orbitals, occupations f_i, n_i = φ_i²) and sum. From ∇²n = 2Σf_i(|∇φ_i|² + φ_i∇²φ_i), with τ = ½Σf_i|∇φ_i|²,

τ − ¼∇²n + v_s n = Σf_iε_i n_i.

The same identity for ψ gives ½ψ∇²ψ = ¼∇²n − τ_W, τ_W = |∇n|²/8n. Inserting both into n v_θ = nε_H − n v_s + ½ψ∇²ψ cancels the Laplacians:

v_θ = (τ − τ_W)/n + Σf_i(ε_H − ε_i)n_i/n.

The second term is nonnegative because ε_i ≤ ε_H, the first because the Cauchy–Schwarz inequality gives |∇n|² = |2Σf_iφ_i∇φ_i|² ≤ 4n·2τ. The program tests that the two forms agree and are positive between 0.02 and 6 bohr. For K, v_θ is 128.9 Ha at 0.01 bohr and has maxima of 177.4 Ha at 0.099 bohr and 18.0 Ha at 0.576 bohr, each between two maxima of D and somewhat inside the minimum. There is no third maximum within 6 bohr. In the equation for √n these peaks are barriers between shells; in the gas the linear change of the same potential is (π²/kF)(1/L − 3η²)δn, with its infinite slope at 2kF.

The program and its output follow below.

Calculated quantities

```
gas: rs=4.0 bohr, n0=0.003730 bohr^-3, kF=0.47979 bohr^-1, EF=0.11510 Ha
pi^2/kF=20.5707 Ha bohr^3; Friedel wavelength pi/kF=6.5479 bohr = 3.4650 Angstrom
eta=0.4: k from Bloch kinetic energy=1.0584, 1/L=1.0584 (dimensionless)
eta=0.8: k from Bloch kinetic energy=1.3384, 1/L=1.3384 (dimensionless)
eta=1.3: k from Bloch kinetic energy=4.3531, 1/L=4.3531 (dimensionless)
scaled kernel k (dimensionless) at eta = 0.5 1.0 1.5 2.0
  exact 1/L 1.0965 2.0000 6.0716 11.3610
  exact Pauli 1/L-3eta^2 0.3465 -1.0000 -0.6784 -0.6390
  TF (lambda=0.0000) 1.0000 1.0000 1.0000 1.0000
  GE2 (lambda=0.1111) 1.0833 1.3333 1.7500 2.3333
  APBEK (lambda=0.1433) 1.1075 1.4300 1.9675 2.7200
  TF+vW (lambda=1.0000) 1.7500 4.0000 7.7500 13.0000
  GE4 (lambda=0.1111) 1.0944 1.5111 2.6500 5.1778
1/L coefficients: eta^0,2,4: 1 1/3 8/45 ; eta^2,0,-2: 3 -3/5 -24/175
series to eta^20,40,80 at eta=1.2: 5.04 27.0 6381; exact 3.5690
slope of 1/L at 1-+1e-06: 27.017 27.018; 2ln(2/d)-2=27.017
slope of 1/L at 1-+1e-10: 45.438 45.438; 2ln(2/d)-2=45.438
well: U=0.01 Ha, sigma=1.0 bohr, v(2kF)=-0.09939 Ha bohr^3
r=13.096 bohr: dn exact=-1.7449e-07, asymptote=-1.7119e-07 bohr^-3
r=130.957 bohr: dn exact=-1.7122e-10, asymptote=-1.7119e-10 bohr^-3
screened/bare tail=0.5641, eps(2kF)=1.3317, 1/eps^2=0.5639
smoothed gamma=0.05: max|dL|=0.0102, y=6.283, tail ratio=0.0136, (1+y)e^-y=0.0136
GE2: pole q/2kF=0.0000+1.7321i, dn(13.10 bohr)=1.804e-13 bohr^-3
TF+vW: pole q/2kF=0.0000+0.5774i, dn(13.10 bohr)=1.176e-08 bohr^-3
GE4: pole q/2kF=0.8468+1.2863i, dn(13.10 bohr)=-3.449e-12 bohr^-3
TF+vW screened: pole q/2kF=0.3896+0.5643i, dn(13.10 bohr)=4.620e-09 bohr^-3
K atom x-only LDA: E=-596.699 Ha, Ts=596.699 Ha
eps 1s 2s 3s 4s 2p 3p (Ha): -128.331 -12.775 -1.233 -0.064 -10.219 -0.647
KS maxima of D (bohr): 0.056 0.272 1.104
KS minima of D (bohr): 0.132 0.727
KS D at maxima (bohr^-1): 22.105 22.722 6.695
phase 2*int p dr / 2pi between maxima 1-2, 2-3: 0.909 1.130
Pauli potential maxima (bohr): 0.099 0.576
  values (Ha): 177.449 17.989 ; at r=0.01 bohr: 128.90
TF in KS potential: mu=-0.1803 Ha, maxima of D (bohr): 0.134
TF+vW/9 in KS potential: mu=-0.2022 Ha, T=644.52 Ha, maxima of D (bohr): 0.138
  its D at the maximum=20.11 bohr^-1; int|D_KS-D_OF|dr=5.205 electrons
```
